\section*{Mercury 6s6p levels and the King-Van Vleck factor}

\section{Question}

I am trying to fit the four levels of an $sp$ configuration, of the size met in mercury 6s6p, in intermediate coupling. The energies above the ground level that I take as given input, in cm$^{-1}$, are
\[
{}^3P_0:\ 37645,\qquad {}^3P_1:\ 39412,\qquad {}^3P_2:\ 44043,\qquad {}^1P_1:\ 54069 .
\]
My parameters are a direct energy $F_0$, an exchange energy $G$ and a spin-orbit constant $\zeta$. I take $\zeta$ from the interval between ${}^3P_0$ and ${}^3P_2$, and then choose $F_0$ and $G$ so that those two levels and ${}^1P_1$ are reproduced. The remaining level, ${}^3P_1$, comes out about 271 cm$^{-1}$ too low.

I have been told to multiply the singlet-triplet matrix element by a King-Van Vleck factor $\lambda$. Why may I change that element and leave the diagonal ones alone? Do the levels really require $\lambda<1$, or is it just an extra knob? And what would make it smaller than one?

\section{Answer}

Your arithmetic is right. The misfit belongs to the three-parameter model, as one can see by building the matrix and inverting it without any fitting.

\subsection{Direct and exchange energy}

Take the twelve determinants with one electron in $s$ with spin $\sigma$ and one in $p_m$ with spin $\sigma'$. For the moment both terms use the same orbitals. Because the $s$ density is spherical, the direct repulsion is the same for every $m$. I include it in $F_0$ together with the one-electron energies, measured from the ground level.

For the exchange integral, expand
\[
\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\,\frac{r_<^k}{r_>^{k+1}}\,Y_{kq}^*(1)\,Y_{kq}(2).
\]
The angular integral over electron 1 is $\int Y_{00}^*Y_{kq}^*Y_{1m'}\,d\Omega=\delta_{k1}\delta_{qm'}/\sqrt{4\pi}$, and the one over electron 2 is $\int Y_{1m}^*Y_{kq}Y_{00}\,d\Omega=\delta_{k1}\delta_{qm}/\sqrt{4\pi}$. Their product, times $4\pi/3$, is $\delta_{mm'}/3$. The exchange integral is therefore $G=G^1/3$, where $G^1$ is the radial Slater integral with kernel $r_</r_>^2$.

Antisymmetry gives the exchange term a minus sign and interchanges the two spin labels:
\[
H_{\rm C}=F_0-G\,\mathcal P,\qquad \mathcal P\,|\sigma,\sigma'\rangle=|\sigma',\sigma\rangle .
\]
Triplet spin states are symmetric ($\mathcal P=1$) and the singlet is antisymmetric ($\mathcal P=-1$). The triplet thus lies at $F_0-G$ and the singlet at $F_0+G$.

\subsection{Spin-orbit coupling}

The $s$ electron has $l=0$, so the one-electron spin-orbit operator is $\zeta\,\mathbf l\cdot\mathbf s_p$. I neglect the two-electron magnetic terms throughout. One of them, the spin-other-orbit coupling $\zeta'\,\mathbf l\cdot\mathbf s_s$, would by itself scale the singlet-triplet element relative to the triplet ones by $(\zeta-\zeta')/(\zeta+\zeta')$ even with identical orbitals; it matters mainly in light atoms. Split the spin of the $p$ electron as
\[
\mathbf s_p=\tfrac12\mathbf S+\tfrac12(\mathbf s_p-\mathbf s_s),\qquad \mathbf S=\mathbf s_p+\mathbf s_s .
\]
The difference changes sign under $\mathcal P$, so it connects singlet with triplet and has no element within either. Inside the triplet, with $L=S=1$, what remains is
\[
\tfrac12\zeta\,\mathbf L\cdot\mathbf S=\tfrac14\zeta\,[J(J+1)-4],
\]
which equals $\zeta/2$, $-\zeta/2$ and $-\zeta$ for $J=2,1,0$. Inside the singlet $\mathbf S$ gives zero as well, so the singlet has no diagonal spin-orbit energy.

The off-diagonal element $x\zeta$ follows from the single-electron values of $\mathbf l\cdot\mathbf s_p$, which are $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. Each $j$ couples with the $s$ electron to one $J=1$ level, so the $J=1$ matrix of $\mathbf l\cdot\mathbf s_p$ has determinant $-1/2$. In the singlet-triplet basis this determinant is $(-\tfrac12)(0)-x^2$. Hence $x^2=1/2$, and I choose the phases so that $x=1/\sqrt2$.

\subsection{Where a separate factor can enter}

Now allow the radial $p$ function to differ between the terms: $P_t$ in the triplet and $P_s$ in the singlet, both real and normalized. In Hartree units the radial weight of the spin-orbit interaction is $\xi(r)=(\alpha^2/2)\,r^{-1}dV/dr$, where $\alpha$ is the fine-structure constant and $V$ the potential energy of the electron. Define
\[
\zeta_{ab}=\int_0^\infty P_a\,\xi\,P_b\,dr .
\]
The diagonal triplet elements contain $\zeta_{tt}$, which I now call $\zeta$. The coupling contains $\zeta_{st}$, and also the overlap $o$ of the two $s$ orbitals if these differ. It becomes $\lambda\zeta/\sqrt2$ with
\[
\lambda=o\,\frac{\zeta_{st}}{\zeta_{tt}},\qquad |o|\le1 .
\]
This is why the factor stands off the diagonal. A common factor on all elements would merely rename $\zeta$, while the singlet has no diagonal element to rescale. With term-dependent orbitals, $F_0$ and $G$ are half the sum and half the difference of the singlet and triplet energies, and no longer integrals over one set of orbitals.

The levels are then
\begin{align}
E_2&=F_0-G+\tfrac12\zeta, & E_0&=F_0-G-\zeta, \label{outer}
\end{align}
and the two $J=1$ levels, $E_1$ (${}^3P_1$) and $E_1'$ (${}^1P_1$), are the eigenvalues of
\begin{equation}
\begin{pmatrix}A&\lambda\zeta/\sqrt2\\ \lambda\zeta/\sqrt2&D\end{pmatrix},
\qquad A=F_0-G-\tfrac12\zeta,\quad D=F_0+G. \label{matrix}
\end{equation}

\subsection{Solving for the parameters}

Subtracting the two equations in (\ref{outer}) gives $E_2-E_0=\tfrac32\zeta$, so
\[
\zeta=\tfrac23(44043-37645)=4265.33\ \text{cm}^{-1},
\]
or 0.019434 hartree. Since $A$ lies $\zeta$ below $E_2$,
\[
A=E_2-\tfrac23(E_2-E_0)=\tfrac13(E_2+2E_0)=39777.67\ \text{cm}^{-1}.
\]
Neither result involves $\lambda$: the levels $J=0$ and $J=2$ have no singlet partner in this configuration.

The trace of (\ref{matrix}) gives $D=E_1+E_1'-A=53703.33$ cm$^{-1}$. The determinant gives $AD-\lambda^2\zeta^2/2=E_1E_1'$. Inserting $D$,
\begin{align}
\tfrac12\lambda^2\zeta^2&=A(E_1+E_1'-A)-E_1E_1' \nonumber\\
&=(A-E_1)(E_1'-A). \label{product}
\end{align}
The two factors on the right are
\[
A-E_1=365.67\ \text{cm}^{-1},\qquad E_1'-A=14291.33\ \text{cm}^{-1},
\]
so
\[
\lambda^2=\frac{2(365.67)(14291.33)}{(4265.33)^2}=0.5745,\qquad \lambda=0.758 .
\]
The levels determine $\lambda^2$ only; the positive root is a phase choice. Changing each level by up to 0.5 cm$^{-1}$, the rounding of the given integers, moves $\lambda$ between 0.757 and 0.759.

For completeness, the triplet centre is $F_0-G=A+\zeta/2=41910.33$ cm$^{-1}$. With $F_0+G=D$, half the sum and half the difference give $F_0=47806.83$ and $G=5896.50$ cm$^{-1}$.

\subsection{Why $\lambda=1$ fails}

For $\lambda=1$, equation (\ref{product}) becomes a condition on the levels themselves:
\[
(A-E_1)(E_1'-A)=\tfrac12\zeta^2 .
\]
The left side is $5.23\times10^6$ cm$^{-2}$ and the right side is $9.10\times10^6$ cm$^{-2}$. As $A$ and $\zeta$ are already fixed by $E_0$ and $E_2$, no choice of $F_0$, $G$ and $\zeta$ can remove the disagreement. The left side is the smaller one, so the factor required is below one.

Your 271 cm$^{-1}$ is the same disagreement expressed as an energy. If $E_0$, $E_2$ and $E_1'$ are kept, $\lambda=1$ pushes ${}^3P_1$ below $A$ by
\[
\frac{\zeta^2/2}{E_1'-A}=636.51\ \text{cm}^{-1},
\]
to 39141.16 cm$^{-1}$. The actual depression is 365.67 cm$^{-1}$. The full coupling, $\zeta/\sqrt2=3016$ cm$^{-1}$, is too strong; within this matrix the levels call for 2286 cm$^{-1}$.

Sharing the error among the levels reduces it but does not remove it. An equally weighted least-squares fit with $\lambda=1$ leaves calculated-minus-given differences of 131.9, $-158.1$, 19.3 and 6.9 cm$^{-1}$ for ${}^3P_0$, ${}^3P_1$, ${}^3P_2$ and ${}^1P_1$. Their root mean square is 103 cm$^{-1}$, about two hundred times the largest possible rounding error of a level, 0.5 cm$^{-1}$.

\subsection{What makes the coupling smaller}

If $V$ rises with $r$, then $\xi>0$, and the Cauchy-Schwarz inequality applied to $\sqrt\xi P_s$ and $\sqrt\xi P_t$ gives
\begin{equation}
|\lambda|\le\frac{|\zeta_{st}|}{\zeta_{tt}}\le\sqrt{\frac{\zeta_{ss}}{\zeta_{tt}}} . \label{bound}
\end{equation}
So $\lambda<1$ follows if the singlet $p$ orbital has the smaller spin-orbit integral. The inequality alone does not say that it has; that depends on exchange.

For a fixed valence $s$ orbital $R(r)$, normalized as $\int R^2dr=1$, the radial equation of the $p$ electron is
\begin{align*}
\Big[-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}+V_{\rm c}+V_{\rm d}\Big]P(r)
\mp\tfrac13R(r)\int_0^\infty\frac{r_<}{r_>^2}R(r')P(r')\,dr'=\varepsilon P(r),
\end{align*}
with the upper sign for the triplet. Here $V_{\rm c}$ is the core potential and $V_{\rm d}$ the direct repulsion from the $s$ electron. The expectation value of the exchange integral is twice the electrostatic self-energy of the product density $sp$, hence positive. Exchange is thus attractive in the triplet and repulsive in the singlet. One expects the singlet orbital to move outward and lose density near the nucleus, where $\xi$ is large.

I checked this on a model atom with $V_{\rm c}=-(2+10e^{-2.5r})/r$ in Hartree units. The valence $s$ orbital is the third $s$ state of the ion, kept frozen, and the $p$ orbital is the second $p$ state. The weight $\xi$ is taken from $V_{\rm c}$.

\begin{center}
\begin{tabular}{lccc}
 & triplet & no exchange & singlet\\
mean $p$ radius (bohr) & 3.72 & 4.57 & 6.03\\
$\zeta_{aa}/\zeta_{tt}$ & 1 & 0.569 & 0.199
\end{tabular}
\end{center}

The trend is the expected one. The model gives $\lambda=0.446$, within about 0.1\% of the bound $\sqrt{\zeta_{ss}/\zeta_{tt}}$. Cauchy-Schwarz becomes an equality when the two functions are proportional, so $P_s$ and $P_t$ have nearly the same shape where $\xi$ matters and differ there mainly in amplitude.

The effect in this model is much stronger than the fit to the given levels requires. Its singlet-triplet half splitting, about 8800 cm$^{-1}$, is also well above the fitted $G$. The model shows that exchange acting on the $p$ orbital lowers $\lambda$, and is no estimate for the given levels: it is a nonrelativistic $3s3p$-like atom in a single configuration, without correlation or mixing with other configurations. A single-configuration Hartree-Fock treatment of mercury with separate orbitals for the two terms overshoots in the same way, with $\lambda$ near 0.51, so the size of the reduction in the real atom depends on effects left out here. If orbital differences are the whole cause for those levels, (\ref{bound}) turns the fitted value into $\zeta_{ss}/\zeta_{tt}\ge\lambda^2\approx0.57$.

There is a useful limit. Without exchange the two $p$ orbitals coincide and, with the spin-other-orbit term neglected, $\lambda=1$. With $G=0$ the $J=1$ matrix, measured from $F_0$, then has eigenvalues
\[
\zeta\left(-\tfrac14\pm\sqrt{\tfrac1{16}+\tfrac12}\right)=\tfrac12\zeta,\ -\zeta,
\]
which are the $j=3/2$ and $j=1/2$ energies of pure $jj$ coupling. Keeping $\lambda<1$ while letting $G\to0$ would spoil this limit, so $\lambda$ should not be held constant when exchange is varied.

\subsection{How much the fit proves}

Your suspicion about an extra knob is partly justified. Four parameters reproduce four levels here, so the perfect fit does not test the model. What the levels establish is that, if this matrix is the right description, $|\lambda|=0.758$ and not 1.

An additional interaction that shifts the triplet diagonal element at $J=1$ could do the same job. Suppose $\lambda=1$ and $A$ is replaced by $A+\delta$. Write $y=A+\delta-E_1$ and $\Delta=E_1'-E_1=14657$ cm$^{-1}$. Equation (\ref{product}) becomes
\[
y(\Delta-y)=\tfrac12\zeta^2,\qquad
y=\tfrac12\left(\Delta-\sqrt{\Delta^2-2\zeta^2}\right),
\]
where the smaller root keeps the lower level mainly triplet. This gives $\delta=y-(A-E_1)=283.7$ cm$^{-1}$, with $D$ lowered by the same amount to preserve the trace. All four levels are again reproduced.

The wave functions differ, however. Let $B$ be the off-diagonal element and $a$ the height of the triplet diagonal element above $E_1$. The first row of the eigenvalue equation for ${}^3P_1$ reads $a\,c_t+B\,c_s=0$, and (\ref{product}) says $B^2=a(\Delta-a)$. The singlet weight is therefore
\[
w=\frac{c_s^2}{c_s^2+c_t^2}=\frac{a^2}{a^2+B^2}=\frac a\Delta .
\]
It is $365.67/14657=0.0249$ with the reduced coupling, where $a=A-E_1$, and 0.0443 with the shift, where $a=y$.

A magnetic measurement is sensitive to $w$. With orbital and spin $g$ factors 1 and 2, the moment operator is proportional to $L_z+2S_z=J_z+S_z$. Pure ${}^3P_1$ has $g=3/2$, because $L=S$ makes $\mathbf L$ and $\mathbf S$ contribute equally to $\mathbf J$; pure ${}^1P_1$ has $g=1$. The operator $S_z$ does not connect singlet and triplet, so there is no cross term and
\[
g=\tfrac32(1-w)+w=\tfrac32-\tfrac12w .
\]
The reduced coupling gives $g=1.4875$ and the shifted diagonal 1.4778. These values take the spin $g$ factor as exactly 2. Its true value is larger by about 0.1\%, which adds $\tfrac12(1-w)$ times the excess, about 0.001, to both, so the last digits are not predictions, but the difference between the two values changes by only about $2\times10^{-5}$. A $g$ factor whose uncertainty is well below the difference of about 0.01 can thus distinguish these two pure cases, and it is the extra datum I would use. If both effects are present, it helps to apportion them, provided the $J=0$ and $J=2$ levels are themselves unperturbed. For mercury the measured value, about 1.4861, lies between the two pure cases, which become 1.4887 and 1.4790 with the true spin $g$ factor. Leaving aside relativistic corrections to $g$, it gives $w\approx0.030$, hence $a=w\Delta\approx440$ cm$^{-1}$, $\delta\approx75$ cm$^{-1}$ and $\lambda\approx0.83$. The value 0.758 is thus the effective factor of the four-parameter fit, not a direct measure of the orbital difference.

The numerical check diagonalizes the full twelve-state Hamiltonian and recovers $\lambda$ by a separate fit.

\section*{Computed values}
\begin{verbatim}
MERCURY sp LEVELS
given 3P0 = 37645 cm^-1
given 3P1 = 39412 cm^-1
given 3P2 = 44043 cm^-1
given 1P1 = 54069 cm^-1
zeta = 4265.33 cm^-1
zeta = 0.019434 hartree
triplet J=1 diagonal A = 39777.67 cm^-1
singlet diagonal D = 53703.33 cm^-1
triplet centre F0-G = 41910.33 cm^-1
F0 = 47806.83 cm^-1
G = 5896.50 cm^-1
Slater integral G^1 = 3G = 17689.50 cm^-1
A-E(3P1) = 365.67 cm^-1
E(1P1)-A = 14291.33 cm^-1
product of these = 5225864 cm^-2
zeta^2/2 = 9096534 cm^-2
lambda^2 = 0.5745
lambda = 0.7580
coupling lambda*zeta/sqrt2 = 2286.01 cm^-1
coupling for lambda=1 = 3016.05 cm^-1
lambda, rounding range = 0.7569 to 0.7590
numerical fit lambda = 0.7580
LAMBDA = 1
downward push on 3P1 = 636.51 cm^-1
predicted 3P1 = 39141.16 cm^-1
predicted minus given 3P1 = -270.84 cm^-1
best fit minus given 3P0 = 131.9 cm^-1
best fit minus given 3P1 = -158.1 cm^-1
best fit minus given 3P2 = 19.3 cm^-1
best fit minus given 1P1 = 6.9 cm^-1
best fit rms error = 103.4 cm^-1
TWO EXPLANATIONS
singlet weight in 3P1, reduced lambda = 0.02495
g(3P1), reduced lambda = 1.4875
diagonal shift needed if lambda=1 = 283.73 cm^-1
singlet weight in 3P1, shifted = 0.04431
g(3P1), shifted = 1.4778
MODEL ATOM
core, inner charge = 2, 10 e
screening decay = 2.5 bohr^-1
valence s energy in the ion = -0.5936 hartree
p energy, triplet = -0.1854 hartree
p mean radius, triplet = 3.717 bohr
p energy, no exchange = -0.1362 hartree
p mean radius, no exchange = 4.569 bohr
p energy, singlet = -0.1049 hartree
p mean radius, singlet = 6.034 bohr
zeta(no exchange)/zeta(triplet) = 0.5685
zeta(singlet)/zeta(triplet) = 0.1993
model lambda = 0.44596
Cauchy-Schwarz bound = 0.44641
\end{verbatim}
